Stress splitting of the stretching line of trigonal hydrogen in silicon

**Question.** A hydrogen atom bound next to an acceptor in silicon can form a centre with threefold symmetry about a <111> bond. Its stretching vibration is nondegenerate and gives one infrared line. Uniaxial stress along [100] moves this line but leaves it single. Stress along [111] turns it into two. How can a nondegenerate vibration split at all, and why does the direction of the stress decide it?

**Answer.**

**What splits**

A nondegenerate level of one centre has nothing to split into: stress can change its frequency, but the centre still has one stretching frequency. A crystal, however, contains centres of four orientations, with axes along

n₁ = (1, 1, 1)/√3, n₂ = (1, −1, −1)/√3, n₃ = (−1, 1, −1)/√3, n₄ = (−1, −1, 1)/√3.

Without stress they are equivalent, and their four lines coincide. Under stress each orientation may shift by its own amount. The splitting is therefore a separation between lines of differently oriented centres. The question becomes which orientations a given stress makes inequivalent.

I assume that the centres are static during the measurement, that the stress is uniform, and that each centre is truly trigonal, with point group C3v. Let σ be the uniaxial stress, positive for tension, s the unit vector along it, and θ the angle between s and the axis n of a centre.

**What one centre feels**

Resolve the stress along and across the axis. The normal stress along n is σcos²θ. A uniaxial stress has trace σ, so the normal stresses along two perpendicular directions across the axis add up to σ(1 − cos²θ), and their mean is σ(1 − cos²θ)/2.

To first order in stress, the frequency of a nondegenerate mode is a single linear function of the stress components. Rotating the stress by 120° about n cannot change that frequency, because the centre looks the same after the rotation. The first-order shift is therefore the same as for the stress averaged over the three rotations. The average removes the shear components that contain n and the difference between the two transverse directions. It leaves only the axial stress and the mean transverse stress.

For [100] stress every axis has cos²θ = 1/3. The axial stress is then σ/3, and the mean transverse stress is (1 − 1/3)σ/2 = σ/3. To first order the stretch responds as if the centre were under an equal triaxial stress σ/3, whatever its orientation. That can shift the line, but it cannot tell one axis from another.

For [111] stress the first centre has its axis along the load: it feels σ along the axis and nothing across it. The other three have cos²θ = 1/9, so they feel σ/9 along the axis and a mean of 4σ/9 across it. One centre is mainly squeezed or stretched end to end, and three are loaded mainly from the side.

**The formula**

Write the first-order shift as

Δν = Σ Bᵢⱼσᵢⱼ,

with B symmetric and the sum over both indices. For the centre along n₁, the threefold rotation carries x to y, y to z and z to x. Invariance therefore requires

Bₓₓ = Bᵧᵧ = B_zz = a and Bₓᵧ = Bᵧ_z = B_zₓ = b.

The mirror planes containing the axis exchange two cube axes and add no further condition. Since every element of the matrix 3n₁n₁ᵀ equals 1, these two statements combine into

B = aI + b(3nnᵀ − I).

The other orientations follow by rotation, with n replaced by their own axis. For uniaxial stress σᵢⱼ = σsᵢsⱼ, and n·s = cosθ, so

Δν = σ[a + b(3cos²θ − 1)].

For [100], 3cos²θ − 1 = 0 for all four axes:

Δν = aσ.

For [111], 3cos²θ − 1 equals 2 for one axis and 1/3 − 1 = −2/3 for three:

Δν(single) = (a + 2b)σ
Δν(triple) = (a − 2b/3)σ.

Their difference is

Δν(single) − Δν(triple) = 8bσ/3.

Symmetry permits a and b but does not fix their values. The [100] line shifts if a ≠ 0, and the [111] line splits if b ≠ 0.

The same formula covers [110]. Two axes have cos²θ = 2/3 and two have cos²θ = 0, which gives shifts (a + b)σ and (a − b)σ, split by 2bσ. At equal stress the [111] splitting should thus be 4/3 of the [110] splitting, a useful check that a measured centre is trigonal, provided both splittings are taken in the range where they are linear in the stress.

The average shift is also fixed. In the sum of nnᵀ over the four axes the off-diagonal signs cancel, which leaves (4/3)I. The mean of cos²θ is therefore 1/3 for any stress direction, and the mean shift is aσ.

Written in cube axes, the shift of the centre along n₁ is

Δν = a(σₓₓ + σᵧᵧ + σ_zz) + 2b(σₓᵧ + σᵧ_z + σ_zₓ).

The other orientations have the same trace term but different signs in front of the shear components. Stress along [100] has no shear components in these axes; stress along [111] has three equal ones, each σ/3. An equal biaxial stress in a (001) film also has none, so it shifts the line by 2aσ without splitting it.

**Beyond first order**

The absence of [100] splitting does not rest on the linear approximation. A 180° rotation about a cube axis through the acceptor site reverses two coordinates. It leaves a stress with only the component σₓₓ unchanged, so it remains a symmetry of the stressed host. The three such rotations carry n₁ into n₂, n₃ and n₄. Centres related by a symmetry of the stressed host have the same frequency at any strength of the stress, so [100] stress gives one line to all orders.

For [111] stress, a symmetry operation must keep the load line in place. It can exchange the three oblique axes but cannot turn one of them into the axis along the load. This leaves two inequivalent sets, hence two lines unless their frequencies happen to agree.

**Contrast with the bending mode**

Stress along [100] does lower the symmetry of each centre. The load has a component across the axis, and this singles out one transverse direction. The stretch moves hydrogen along the axis and has no partner with which to register this at first order. The bend is doubly degenerate: hydrogen can move in two transverse directions, and these become different. A bending line may therefore split under [100] stress inside every centre, while the stretching line stays single.

**Why stress changes the frequency**

If the energy were purely quadratic in the hydrogen displacement and the strain together, strain would move the equilibrium position but leave the force constant alone. The shift needs anharmonicity, which can be followed explicitly in a simple model.

Let hydrogen lie between a silicon atom and an acceptor a distance L apart. Let d be the Si–H distance and q = L − d the acceptor–H distance. Silicon binds hydrogen with a Morse energy M(d), and the acceptor repels it with an energy R(q). Angular forces from the three back bonds of the silicon atom hold hydrogen on the axis. They depend on direction only, so they do no work when hydrogen moves along the axis. Equilibrium and the stretching force constant are

M′(d) − R′(q) = 0
k = M″ + R″.

Now change L. Differentiating the equilibrium condition, with dq/dL = 1 − dd/dL, gives

M″(dd/dL) − R″(1 − dd/dL) = 0,

so dd/dL = R″/k and dq/dL = M″/k. The force constant then changes by

dk/dL = M‴(dd/dL) + R‴(dq/dL) = (M‴R″ + R‴M″)/k.

It vanishes if both third derivatives vanish. Here both are negative, since the bond and the repulsion stiffen when shortened. A smaller L therefore gives a larger k. Because ν is proportional to √k,

dν/dL = (ν/2k)(dk/dL).

**Numbers for an acceptor–hydrogen pair**

The Morse energy is M = D(1 − x)², with x = exp[−α(d − d₀)], D = 3.0 eV, α = 1.3 Å⁻¹ and d₀ = 1.55 Å. The repulsion is R = A exp(−q/λ), with A = 20 eV and λ = 0.30 Å. At equilibrium d = 1.502 Å and q = 1.449 Å, so x = exp(1.3 × 0.048) = 1.064. The derivatives are

M″ = 2Dα²(2x² − x) = 12.2 eV/Å²
M‴ = 2Dα³(x − 4x²) = −45.7 eV/Å³
R″ = (A/λ²)exp(−q/λ) = 1.77 eV/Å²
R‴ = −R″/λ = −5.9 eV/Å³.

Their sum gives k = 13.95 eV/Å², and with the host atoms held fixed the harmonic stretch is at 1940 cm⁻¹. Then

dk/dL = [(−45.7)(1.77) + (−5.9)(12.2)]/13.95 ≈ −11.0 eV/Å³
dν/dL = 1940 × (−11.0)/(2 × 13.95) ≈ −763 cm⁻¹/Å.

The last value was computed before dk/dL was rounded to −11.0.

The next step is to find how stress changes L. The host bond length is √3 × 5.43/4 = 2.351 Å. The acceptor and the silicon atom are displaced outwards by 0.40 and 0.20 Å, so L = 2.951 Å. The elastic constants are C11 = 166, C12 = 64 and C44 = 80 GPa.

Under equal triaxial stress the strain per GPa is 1/(C11 + 2C12) = 1/294, and L grows by 2.951/294 = 0.01004 Å/GPa. In this case the formula gives Δν = 3aσ, hence

a = (−763 × 0.01004)/3 = −2.55 cm⁻¹/GPa.

Under [111] stress all nine stress components equal σ/3. Per GPa, each diagonal strain is 1/(3 × 294) = 0.00113, and each shear strain is 1/(3 × 2 × 80) = 0.00208. The strain along the axis is 0.00113 + 2 × 0.00208 = 0.00530, which lengthens L by 0.01564 Å. Shear also displaces the two sublattices of silicon against each other. With internal-strain parameter 0.53, this takes back √3 × 0.53 × (5.43/2) × 0.00208 = 0.0052 Å. The net change is 0.01045 Å/GPa for the centre along the load, so

a + 2b = −763 × 0.01045 = −7.97 cm⁻¹/GPa
b = (−7.97 + 2.55)/2 = −2.71 cm⁻¹/GPa.

Now apply a compression of 300 MPa, σ = −0.300 GPa. The linear formula gives

[100]: (−2.55)(−0.300) = +0.77 cm⁻¹ for all four centres
[111], single: (−7.97)(−0.300) = +2.39 cm⁻¹
[111], triple: (−2.55 + 1.81)(−0.300) = +0.22 cm⁻¹.

The angular formula was tested by relaxing hydrogen separately in each orientation, in three dimensions, and finding its vibrations from the full matrix of force constants. This gives +0.74 cm⁻¹ four times for [100], and +2.40 cm⁻¹ once and +0.21 cm⁻¹ three times for [111]. The splitting is 2.19 cm⁻¹, against 2.17 cm⁻¹ from 8bσ/3. Over five stress directions the largest departure from the linear formula is about 0.03 cm⁻¹. It is this small because the bend of the model is stiff: oblique stress pushes hydrogen off the axis, and the softer the bend, the larger the second-order shift. With the angular forces weakened until the bend lies at 260 cm⁻¹, the departure at 300 MPa grows to 0.2 cm⁻¹ and the ratio of the [111] to the [110] splitting rises from 1.36 to 1.58; with the bend near 120 cm⁻¹ the [100] shift changes sign. At 2000 MPa along [100] the four frequencies still agree to better than 10⁻⁶ cm⁻¹, as the symmetry argument requires. The bend, at 711 cm⁻¹ without stress, splits by 1.6 cm⁻¹ under the 300 MPa [100] load.

**Recognizing the two lines**

Let the vibrating dipole lie along the axis and let all orientations be equally populated. For light polarized along the stress, a centre absorbs in proportion to cos²θ. For light polarized across it, averaged over the transverse directions, it absorbs in proportion to (1 − cos²θ)/2.

Under [111] stress the single centre has strength 1 along the stress and 0 across it. The three others together have 3 × 1/9 = 1/3 along it and 3 × (8/9)/2 = 4/3 across it. The line of the single centre is thus three times as strong as the other in parallel polarization and absent in perpendicular polarization. In the example it is the line that shifts more. For [100] both polarizations give a total of 4/3.

**What can disturb the pattern**

A load tilted by δ from [100] towards [010] has s = (cosδ, sinδ, 0). Then 3cos²θ = (cosδ ± sinδ)² = 1 ± sin2δ, with two centres for each sign, and a false splitting of size |2bσ sin2δ| appears. For δ = 2° and 300 MPa it is 0.11 cm⁻¹, about 5% of the [111] splitting. A small doublet under nominal [100] stress is therefore not yet proof of lower symmetry. If hydrogen sits permanently off the axis, however, the diagonal elements of B may differ, and a true [100] splitting is allowed.

Hydrogen may also change its orientation. With an assumed barrier of 0.20 eV and attempt rate of 10¹³ s⁻¹, the Arrhenius formula gives about 1.6 × 10⁻⁴ hops per second at 60 K, or one in nearly two hours. This counts only passage over the barrier. For hydrogen alone crossing a barrier of this height and 1.7 Å wide, tunnelling takes over below roughly 90 to 140 K, so reorientation at 60 K may be much faster. At 300 K the rate is 4.4 × 10⁹ s⁻¹, which, taken as the total rate of leaving an orientation, adds 0.01 to 0.03 cm⁻¹ to the half-widths at half maximum, too little by itself to merge the doublet; other thermal broadening is not counted here. Tunnelling through the same barrier, counting only the motion of hydrogen over the 1.7 Å between two sites, gives a splitting of about 0.02 to 0.09 cm⁻¹, depending on the shape of the barrier; this is still small against the doublet. The 4 × 10⁻⁴ cm⁻¹ listed in the output is a cruder figure that neglects the zero-point energy and is too low. The acceptor and its silicon neighbours must also shift when the axis changes, which lowers the actual value by an amount not computed here.

Slow hopping can still change the intensities. If the energy of a centre along the load differs from that of the others by σ times an assumed 5 Å³, the difference at 300 MPa is 9.4 meV. In equilibrium at 60 K this favours one kind of orientation by a factor of 6.1 per centre. A sample cooled under [111] load may then depart strongly from the 3:1 ratio, although the line positions of the individual centres stay the same. Under [100] load the four orientations have equal energy, and no such alignment arises.

**How far the numbers carry over**

The parameters are rough values in the regime of a boron–hydrogen pair, whose stretch lies near 1900 cm⁻¹. The elastic constants are close to those of silicon, and a few hundred MPa is a realistic load for a silicon bar. The values of a and b are less secure. The model follows the elastic strain of the host but lets neither the acceptor nor its neighbours relax locally or vibrate, and a real centre may have quite different constants. Quantum motion matters as well: solving for the lowest transition along a one-dimensional cut gives a [100] shift of 0.82 cm⁻¹ and a [111] splitting of 2.42 cm⁻¹, each about 11% above the harmonic value. The cut omits the coupling between stretch and bend, and this coupling reverses the correction: the full three-dimensional motion of hydrogen in the same potential gives 0.70 and 2.12 cm⁻¹, about 5% and 3% below the harmonic values.

In a device the stress may also be nonuniform. A 10% spread in a 300 MPa [111] load spreads the splitting by about 0.2 cm⁻¹. Whether the doublet is resolved depends on the linewidth: with the model's b, a splitting of 1 cm⁻¹ needs about 140 MPa. The numerical output below lists the remaining values.

Values computed for the example and the checks

```
Elastic constants C11, C12, C44: 166, 64, 80 GPa
Lattice constant: 5.43 angstrom; internal strain 0.53
Outward shifts acceptor, Si: 0.40, 0.20 angstrom
Morse depth, exponent, length: 3.0 eV, 1.3 /A, 1.55 A
Repulsion: 20.0 eV, range 0.3 A; angular constant 4.0 eV
Applied stress (minus = compression): -300 MPa
Relaxed Si-H length: 1.502 angstrom
Relaxed acceptor-H length: 1.449 angstrom
Stretch force constant: 13.95 eV/angstrom^2
Unstressed harmonic stretch: 1940.01 cm^-1
Unstressed harmonic bend (twofold): 710.58 cm^-1
Constant a: -2.553 cm^-1/GPa
Constant b: -2.711 cm^-1/GPa
[100] shifts of the four centres: 0.738, 0.738, 0.738, 0.738 cm^-1
[111] shifts of the four centres: 2.400, 0.213, 0.213, 0.213 cm^-1
[111] splitting, single minus triple: 2.188 cm^-1
[111] splitting from 8*b*sigma/3: 2.169 cm^-1
[111] mean shift of four centres: 0.760 cm^-1
Lines found: [100] 1, [111] 2, [110] 2, [112] 3, [123] 4
[100] spread at 2000 MPa below 1e-6 cm^-1: True
[100] bend splitting in each centre: 1.612 cm^-1
Bend lines for [100], [111]: 2, 3
Axial slope, direct part: -27.335 cm^-1/GPa
Axial slope, moved-hydrogen part: 19.361 cm^-1/GPa
Axial slope, full relaxation: -7.975 cm^-1/GPa
[111] parallel intensity single, triple: 1.000, 0.334 (relative)
[111] perpendicular intensity single, triple: 0.000, 1.333 (relative)
[100] parallel, perpendicular intensity: 1.336, 1.332 (relative)
Largest departure from linear law: 0.0275 cm^-1
Quantum 0-1 stretch, 1D cut, no stress: 1933.43 cm^-1
Quantum [100] shift, 1D cut: 0.816 cm^-1
Quantum [111] splitting, 1D cut: 2.420 cm^-1
False [100] splitting, 2 degree tilt: 0.112 cm^-1
Same from 2*b*sigma*sin(2*tilt): 0.113 cm^-1
Stress for 1 cm^-1 [111] splitting: 138 MPa
Assumed hop barrier, attempt rate: 0.20 eV, 1e+13 /s
Hop rate at 60 K, 300 K: 1.6e-04, 4.4e+09 /s
Hop broadening at 300 K: 0.023 cm^-1
Tunnelling path between orientations: 1.71 angstrom
Tunnelling energy, rough: 4.1e-04 cm^-1
Assumed anisotropic volume: 5 angstrom^3
[111] orientation energy difference: 9.4 meV
Equilibrium population factor at 60 K: 6.1
```
